# Guided Waves in a Thin Sheath Between Metal and Overdense Plasma

## The situation

A plasma reactor driven at tens of megahertz may be much smaller than the free-space wavelength and still show a voltage that varies across its electrode. The power travels along the electrode in the sheath, the thin layer from which electrons have been expelled. Metal bounds this layer on one side and dense plasma on the other. The electric field is nearly confined to the sheath, but the magnetic field also penetrates the plasma. This mismatch slows the wave. For a sheath of width $s$ and an inertial skin depth $\delta$, the leading-order wavenumber is

$$k=\frac{\omega}{c}\sqrt{1+\frac{\delta}{s}}. \qquad (1)$$

The derivation below also gives the error of (1), the width at which it fails, and the changes needed for a finite or collisional plasma.

## Model and conventions

Metal fills $x<0$, the sheath fills $0<x<s$, and uniform plasma fills $x>s$. The metal is a perfect conductor. The sheath has permittivity $\varepsilon_0$ and a fixed width. The plasma electrons are cold and collisionless, and the ions are immobile. All wave fields vary as $e^{i(kz-\omega t)}$ and do not depend on $y$.

An electron of mass $m$ and charge $-e$ obeys $-i\omega m\mathbf v=-e\mathbf E$, so $\mathbf v=e\mathbf E/(i\omega m)$. At density $n$ the current density is

$$\mathbf J=-ne\mathbf v=\frac{ine^2}{m\omega}\mathbf E .$$

Adding the displacement current $-i\omega\varepsilon_0\mathbf E$ gives $-i\omega\varepsilon_0\varepsilon\mathbf E$, with

$$\varepsilon=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

Define

$$k_0=\frac{\omega}{c},\qquad \delta=\frac{c}{\omega_p},\qquad r=\frac{\omega^2}{\omega_p^2}=k_0^2\delta^2 .$$

Strongly overdense means $r\ll1$. Then $\varepsilon=1-1/r$ is large and negative.

## Field equation and matching

The slow wave has components $H_y\equiv H(x)$, $E_x$ and $E_z$. A prime denotes $d/dx$. The $x$ and $z$ components of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ are $-ikH=-i\omega\varepsilon_0\varepsilon E_x$ and $H'=-i\omega\varepsilon_0\varepsilon E_z$. Hence

$$E_x=\frac{kH}{\omega\varepsilon_0\varepsilon},\qquad E_z=\frac{iH'}{\omega\varepsilon_0\varepsilon}. \qquad (2)$$

The $y$ component of Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, is

$$ikE_x-E_z'=i\omega\mu_0H. \qquad (3)$$

Inserting (2) and multiplying by $\omega\varepsilon_0/i$ gives

$$\left(\frac{H'}{\varepsilon}\right)'+k_0^2H=\frac{k^2}{\varepsilon}H. \qquad (4)$$

In the sheath $\varepsilon=1$, so $H''=\kappa^2H$ with $\kappa^2=k^2-k_0^2$. The metal requires $E_z=0$, hence $H'(0)=0$ and $H\propto\cosh\kappa x$.

In the plasma $H''=\alpha^2H$, and the decaying solution is $H\propto e^{-\alpha(x-s)}$, where

$$\alpha^2=k^2-\varepsilon k_0^2=\kappa^2+k_0^2(1-\varepsilon)=\kappa^2+\frac{k_0^2}{r}=\kappa^2+\frac1{\delta^2}. \qquad (5)$$

The tangential fields $H$ and $E_z$ are continuous at $x=s$, so $H'/(\varepsilon H)$ is continuous. Its value is $\kappa\tanh\kappa s$ on the sheath side and $-\alpha/\varepsilon=\alpha/|\varepsilon|$ on the plasma side:

$$\kappa\tanh\kappa s=\frac{\alpha}{|\varepsilon|}. \qquad (6)$$

To count the roots with $k>k_0$, square (6) and divide by $\kappa^2$:

$$\tanh^2\kappa s=\frac{1}{\varepsilon^2}\left(1+\frac{1}{\kappa^2\delta^2}\right).$$

Squaring adds no root, because both sides of (6) are positive. As $\kappa$ grows, the left side rises from 0 to 1 and the right side falls from infinity to $1/\varepsilon^2$. They cross once if $|\varepsilon|>1$. A strongly overdense plasma therefore supports one slow guided mode.

A real $k$ below $k_0$ would need $\kappa=iq$ with $0<q\le k_0$, and (6) would become $-q\tan qs=\alpha/|\varepsilon|$. For $k_0s<\pi/2$ the left side is negative, so a thin sheath has no such mode.

## The thin-sheath limit

Three approximations reduce (6) to a formula:

- $\kappa s\ll1$ gives $\tanh\kappa s\approx\kappa s$.
- $\kappa\delta\ll1$ gives $\alpha\approx1/\delta$.
- $r\ll1$ gives $1/|\varepsilon|=r/(1-r)\approx r$.

Thus

$$\kappa^2s=\frac r\delta=k_0^2\delta,\qquad \kappa^2=k_0^2\frac\delta s .$$

Since $k^2=k_0^2+\kappa^2$, equation (1) follows.

To find its error, keep the next term of each expansion:

$$\kappa^2s\left(1-\frac{\kappa^2s^2}{3}\right)=\frac r\delta(1+r)\left(1+\frac{\kappa^2\delta^2}{2}\right).$$

In the small terms the leading solution may be used: $\kappa^2s^2=k_0^2\delta s=rs/\delta$ and $\kappa^2\delta^2=r\delta/s$. Therefore

$$\kappa^2=k_0^2\frac\delta s(1+\eta),\qquad \eta=r\left(1+\frac{\delta}{2s}+\frac{s}{3\delta}\right). \qquad (7)$$

The value of $\kappa^2$ behind (1) is accurate only if $\eta\ll1$. Expanding $k=\sqrt{k_0^2+\kappa^2}$ shows that (1) is too low by the fraction $\tfrac12\eta\,\delta/(s+\delta)$ of $k$.

## Where the formula fails

**Very narrow sheath.** The term $r\delta/(2s)$ shows that a thin sheath is not sufficient: $s$ must remain much larger than $r\delta$. Below that range $\kappa\delta$ is no longer small, although $\kappa s$ still is. Keeping the full $\alpha$ from (5), and writing $Y=\kappa^2\delta^2$, turns (6) into

$$Y=\frac{r\delta}{s}\sqrt{1+Y}. \qquad (8)$$

At $s=r\delta$ this is $Y^2=1+Y$, whose positive root is $Y=(1+\sqrt5)/2$. Then $\kappa\delta=1.272$, whereas the simple formula gives $\kappa\delta=1$. For $s\ll r\delta$, $Y$ is large and $Y\approx(r\delta/s)^2$, so

$$k\approx\frac rs .$$

The wavenumber now varies as $1/s$ instead of $1/\sqrt s$. Here $k\delta\gg1$: the field penetrates the plasma by about $1/k$, not by $\delta$.

**Wide sheath.** For $\delta\ll s\ll\delta/r$, (1) becomes $k\approx k_0[1+\delta/(2s)]$, a small slowing. For $s\gg\delta/r$, $\tanh\kappa s\to1$ and (6) gives $\kappa^2=1/[\delta^2(\varepsilon^2-1)]$, or $\kappa\approx r/\delta$. The wave is then loosely bound to the plasma surface, with $k\approx k_0(1+r/2)$, and the metal no longer matters to it. Formula (1) then gives the wrong slowing $k-k_0$, although $k$ itself is off by a fraction of only about $r/2$. A gap this wide also admits the faster modes excluded above.

## Why the skin depth appears

Integrate (3) across a thin sheath. With $V=\int_0^sE_x\,dx$ and nearly uniform $H$,

$$ikV-E_z(s)=i\omega\mu_0sH.$$

At the plasma surface $H'=-H/\delta$ and $\varepsilon\approx-1/r$, so (2) gives

$$E_z(s)=\frac{irH}{\omega\varepsilon_0\delta}=i\omega\mu_0\delta H,$$

where $r=\omega^2\varepsilon_0\mu_0\delta^2$ was used. Hence $kV=\omega L'H$ with $L'=\mu_0(s+\delta)$. The first relation in (2), with $E_x=V/s$, gives $kH=\omega C'V$ with $C'=\varepsilon_0/s$. These are the equations of a transmission line of unit width, and multiplying them gives $k=\omega\sqrt{L'C'}$, which is (1). At leading order the cold plasma adds $\delta$ to the inductive length but nothing to the capacitive length.

Only half of that added inductance is magnetic. The time-averaged magnetic energy in the plasma, per unit surface area, is

$$\frac{\mu_0|H|^2}{4}\int_0^\infty e^{-2x/\delta}dx=\frac{\mu_0\delta|H|^2}{8}.$$

The electron kinetic energy density is $\tfrac14nm|\mathbf v|^2=\tfrac14\varepsilon_0(\omega_p^2/\omega^2)|\mathbf E|^2$. With $|E_z|=\omega\mu_0\delta|H|$ and $\varepsilon_0\mu_0\omega_p^2\delta^2=1$, it equals $\tfrac14\mu_0|H|^2$, the same as the magnetic density. Its integral is again $\mu_0\delta|H|^2/8$.

At this order $k$ is proportional to $\omega$ at fixed $s$ and $n$, so phase and group velocities are equal. The correction in (7) grows as $\omega^2$ and makes the group velocity slightly lower.

## Finite plasma and collisions

**Symmetric slab.** Let plasma of thickness $d$ lie between two equal sheaths and two metal plates, and let $E_x$ have the same direction in both sheaths. Then $H$ is even about the midplane and varies in the plasma as $\cosh\alpha(x-s-d/2)$. At $x=s$, $H'/H=-\alpha\tanh(\alpha d/2)$, so the right side of (6) acquires the factor $\tanh(\alpha d/2)$. With $\alpha\approx1/\delta$,

$$k=k_0\sqrt{1+\frac\delta s\tanh\frac{d}{2\delta}}. \qquad (9)$$

For $d\ll2\delta$ this tends to $k_0\sqrt{1+d/(2s)}$. The magnetic field then fills the whole plasma, and the density drops out as long as $\kappa\delta\ll1$ still holds. If $E_x$ instead has opposite directions in the two sheaths, $H$ is odd about the midplane and $\coth$ replaces $\tanh$, which gives a second slow mode.

**Collisions.** A momentum-loss rate $\nu$ changes the electron equation to $m(-i\omega+\nu)\mathbf v=-e\mathbf E$, and

$$\varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\nu)}.$$

For a strongly overdense plasma $-1/\varepsilon\approx r(1+i\nu/\omega)$. Define $\delta_c=\delta\sqrt{1+i\nu/\omega}$, taking the root with positive real part. Then $\alpha\approx1/\delta_c$ and $-\alpha/\varepsilon\approx k_0^2\delta_c^2/\delta_c=k_0^2\delta_c$. Thus $\delta_c$ replaces $\delta$ in (1). For $\nu\ll\omega$, $\delta_c\approx\delta(1+i\nu/2\omega)$. The imaginary part of $k^2$ is $2\,\mathrm{Re}\,k\,\mathrm{Im}\,k$, so

$$\mathrm{Im}\,k\approx\frac{k_0^2\delta\nu}{4\omega sk}=k\,\frac{\nu}{4\omega}\,\frac{\delta}{s+\delta}. \qquad (10)$$

The wave decays as $e^{-z\,\mathrm{Im}\,k}$. Under the convention $e^{+i\omega t}$, $\varepsilon$ and $k$ are replaced by their complex conjugates.

## Solving the full relation

When $\eta$ is not negligible, (6) can be iterated from $\kappa^2=k_0^2$:

$$\kappa^2\leftarrow-\frac{\alpha T}{\varepsilon}\,\frac{\kappa}{\tanh\kappa s},\qquad \alpha=\sqrt{\kappa^2+k_0^2(1-\varepsilon)}, \qquad (11)$$

with $T=1$ for a half-space and $T=\tanh(\alpha d/2)$ for the slab. In the lossless, thin half-space case this is the iteration of (8). The slope of that map at its fixed point is $Y/[2(1+Y)]<1/2$, so the error at least halves per step near the root. Values below called "full" come from (11).

## Worked example

Take $f=60$ MHz, $n=10^{11}$ cm$^{-3}$ and $s=0.50$ mm. The plasma frequency is $\omega_p/2\pi=2839$ MHz, and

$$r=\left(\frac{60}{2839}\right)^2=4.47\times10^{-4},\qquad \delta=16.8\ \text{mm},\qquad \frac\delta s=33.6 .$$

With $k_0=1.2575$ rad/m, (1) gives

$$k=1.2575\sqrt{1+33.61}=7.40\ \text{rad/m}.$$

The wavelength falls from 4997 mm in free space to 849 mm. The validity parameter is $\eta=4.466\times10^{-4}(1+16.8+0.01)=0.0080$, which predicts a deficit of 0.39% in $k$. The full relation gives 7.43 rad/m, and (1) is indeed 0.39% below it.

At fixed density and frequency, the sheath width changes the slowing as follows.

| $s$ (mm) | $k/k_0$ from (1) | $k/k_0$, full |
|---|---|---|
| 0.2 | 9.22 | 9.31 |
| 0.5 | 5.88 | 5.91 |
| 1.0 | 4.22 | 4.23 |
| 2.0 | 3.07 | 3.07 |

The error grows toward small $s$, as the term $r\delta/(2s)$ requires. The failure width $r\delta$ is 7.5 µm, far below these sheaths. It is also below the sheath-edge Debye length, about 58 µm for 3 eV electrons at half this density, so a real sheath would not reach the narrow-sheath range here.

For the 0.5 mm sheath, integrating the full fields divides the magnetic and kinetic energy into 2.9% magnetic energy in the sheath, 47.8% magnetic energy in the plasma and 49.3% electron kinetic energy. The last two differ for two reasons of nearly equal size: $E_x$ also moves electrons, and $\alpha$ slightly exceeds $1/\delta$, which raises $E_z$ for a given $H$. From (2), their ratio is $(k^2+\alpha^2)\delta^2/(1-r)^2$, which is 1.03 here.

On a wafer of radius $R=150$ mm, $kR=1.11$ rad, and a quarter wavelength is 212 mm. Plane waves in every direction along the surface share the same $k$, so their sum obeys $\nabla^2V=-k^2V$. The axisymmetric solution finite at the centre is

$$\frac{V(\rho)}{V(0)}=1-\frac{(k\rho)^2}{4}+\frac{(k\rho)^4}{64}-\cdots .$$

At $\rho=R$ this is about $1-0.31+0.02=0.71$. With $s$ and $n$ held uniform, the sheath voltage at the centre is about 1.4 times that at the wafer edge.

## Use in a real reactor

These inputs are rough typical values for a very-high-frequency capacitive reactor for 300 mm wafers. A plasma thickness of 50 mm, an electron temperature of 3 eV and a gas at 10 mTorr and 400 K complete the set. The assumption most directly broken is the fixed, electron-free sheath: its edge oscillates, and electrons enter it during part of each cycle. In (1), $s$ must then be an effective width defined by $C'=\varepsilon_0/s$. From (1), $dk/k=-\tfrac12[\delta/(s+\delta)]\,ds/s$, so a 20% error in $s$ moves $k$ by about 10%. The harmonics generated by the oscillation lie outside this linear model.

The chosen width can be related to a voltage. Let ions enter a steady sheath at the Bohm speed with density $n_s=n/2$, and let $\phi$ be the potential drop they have crossed. With $T_e$ in volts, energy conservation multiplies their speed by $\sqrt{1+2\phi/T_e}$, and flux conservation divides their density by the same factor. Poisson's equation becomes

$$\phi''=\frac{en_s}{\varepsilon_0\sqrt{1+2\phi/T_e}},\qquad \phi=\phi'=0\ \text{at the edge}.$$

Numerical integration over 0.5 mm gives about 55 V. This estimate leaves out the electrons in the layer. With Boltzmann electrons, and ions that stay fixed during an rf period, the small-signal effective width $\varepsilon_0/C'$ at 55 V is about 0.54 mm; it grows to about 0.8 mm at 100 V and 1.3 mm at 200 V. For an rf amplitude comparable with the mean drop this small-signal value does not apply, and the standard high-voltage sheath estimate gives about 0.45 mm at 55 V. The layer is about nine sheath-edge Debye lengths wide.

Several other neglected effects have these sizes:

- **Plasma thickness.** For equal sheaths with $E_x$ in the same direction, the full slab value is 7.07 rad/m, 4.8% below the full half-space value. For opposite directions it is 7.80 rad/m, 5.0% above. Unequal sheaths mix these two modes and change both values: widths of 0.4 and 0.6 mm give 6.72 and 8.38 rad/m.
- **Density profile.** Let the density in the slab be $n[0.5+0.5\sin(\pi x_p/d)]$, with $x_p$ measured from the sheath edge. Diagonalizing (4) on a finite-volume grid gives 7.56 rad/m, 6.8% above the uniform slab. A uniform slab at half density gives 7.87 rad/m. These values are for equal sheaths with $E_x$ in the same direction. In that mode the thickness and profile effects partly cancel, leaving $k$ about 2% above (1).
- **Collisions.** A round rate coefficient of $10^{-7}$ cm$^3$/s gives $\nu/\omega=0.064$. Equation (10) gives $\mathrm{Im}\,k=0.115$ rad/m and the full relation 0.118 rad/m. From this loss alone the amplitude would decay over about 8.5 m, so collisions hardly damp the wave across the wafer.
- **Ion acceleration.** The wave also supplies the energy that ions gain in the sheath, a loss outside this linear model. For ions of mass 40 u, a mean drop of 55 V and an equal rf voltage amplitude, dividing the ion power per unit area by twice the power carried by the wave gives a rough $\mathrm{Im}\,k$ of 0.4 rad/m. This exceeds the collisional value and gives a local decay length of about 2 m at this voltage. The ion loss is not proportional to the square of the voltage, so the decay is not exponential. The inputs also do not close the electron power balance. In argon at 3 eV each lost electron–ion pair costs roughly 70 eV, or about 1.5 kW/m$^2$ at this ion flux, whereas a 55 V wave deposits only about 0.3 kW/m$^2$ by collisions and roughly 0.1 kW/m$^2$ by sheath heating. A discharge sustained by the wave alone at this density needs a higher voltage and hence a wider sheath; otherwise another source must supply the density.
- **Thermal motion.** The mean electron speed divided by $\omega\delta$ is 0.18. The local current law needs this ratio to be small. It is a scale, not a percentage shift of $k$. Thermal motion also lets the normal field reach about a Debye length into the plasma. Adding the sheath-edge value of 58 µm to the capacitive length lowers $k$ by about 5%, unless the effective width already includes it. In a warm-fluid model the shift ranges from about 4% to 9%, depending on the density used and on whether the electron compression is isothermal or adiabatic.
- **Ion motion.** For ions of mass 40 u at the edge density, a cold-ion response lowers the sheath permittivity by 1.5%. Since $k\propto\sqrt{C'}$, $k$ falls by about 0.8%. The shift is smaller where accelerating ions are thinned out.
- **Metal resistance.** At a conductivity of $3\times10^7$ S/m the metal skin depth is 12 µm. Even if all of it were added to $s+\delta=17.3$ mm, $k$ would change by less than 0.1%.
- **Wafer.** A silicon wafer 0.775 mm thick, with a resistivity of 1 to 50 Ω cm, screens the normal electric field but lets the magnetic field through. It therefore adds its thickness to the inductive length $s+\delta$ and raises $k$ by about 2.2%. Dielectric layers under the wafer are not included.

For these inputs, then, the effective sheath width and the density profile deserve more care than the correction $\eta$.

All numerical values are calculated from the stated model.
